# Thermal Rectification: A Graded Bar Compared with an Abrupt Junction

## Problem

A bar of length \(L\) conducts heat along \(x\) between two baths. Its conductivity depends on position and temperature as

\[
k(x,T)=k_0\,[1+\beta(x)(T-T_0)] .
\]

At the reference temperature \(T_0\) the conductivity is \(k_0\) everywhere; only the temperature coefficient \(\beta\) varies along the bar. Two bars are compared, with \(b>0\):

- **graded:** \(\beta(x)=b(1-2x/L)\), falling linearly from \(+b\) to \(-b\);
- **abrupt:** \(\beta=+b\) for \(x<L/2\) and \(\beta=-b\) for \(x>L/2\).

The values of \(k_0\), \(b\), \(L\) and the bath temperatures are the same for both. In the forward direction the left end is at \(T_0+\Delta/2\) and the right end at \(T_0-\Delta/2\), with \(\Delta>0\); in the reverse direction the baths are exchanged. The sides are insulated and the contacts perfect. The flux ratio is \(R=|J_{\rm forward}|/|J_{\rm reverse}|\), and \(R-1\) is called the excess.

1. Find the excess to leading order in the bias for an arbitrary profile \(\beta(x)\).
2. Evaluate it for the two bars. What is the quotient of the graded excess and the abrupt excess as \(\Delta\to0\)?
3. Solve both bars at finite bias and find the first correction to that quotient.
4. Evaluate the fluxes for \(k_0=2\) W/(m K), \(b=0.01\) K\(^{-1}\), \(T_0=70\) K, \(\Delta=20\) K, \(L=6\) mm and a square section of side 2 mm. Judge which neglected effects matter.

## Hints

**Hint 1.** In steady state the flux is the same at every \(x\). Divide Fourier's law by the conductivity before integrating, so that the flux comes out of the integral.

**Hint 2.** The conductivity differs from \(k_0\) by a small term that already contains \(\beta\). Which temperature profile is accurate enough inside that term?

**Hint 3.** Measure position from the centre of the bar. Both coefficient profiles are then odd functions, and so is the unperturbed temperature.

**Hint 4.** For the abrupt bar at finite bias, integrate over temperature in each half and match the fluxes. For the graded bar, treat position as a function of temperature: the differential equation becomes linear.

**Hint 5.** Reversing the bias is the same as changing the sign of \(\Delta\). What does this say about \(\ln R\) as a function of \(\Delta\)?

## Solution

### 1. Any coefficient profile at small bias

Let \(\theta=T-T_0\) and \(s=x/L\), and count the flux positive towards increasing \(x\). Fourier's law is

\[
J=-\frac{k_0}{L}(1+\beta\theta)\frac{d\theta}{ds}
\quad\Rightarrow\quad
\frac{d\theta}{ds}=-\frac{JL}{k_0}\,\frac{1}{1+\beta\theta}.
\]

Without sources or side losses \(J\) is constant. Integrating from \(s=0\) to \(s=1\), where \(\theta\) changes by \(-\Delta\), gives

\[
\Delta=\frac{JL}{k_0}\int_0^1\frac{ds}{1+\beta\theta}. \tag{1}
\]

The small parameter is \(\varepsilon=b\Delta\). To first order \(1/(1+\beta\theta)\approx1-\beta\theta\), so

\[
J\approx\frac{k_0\Delta}{L}\left[1+\int_0^1\beta\theta\,ds\right].
\]

With \(\beta=0\) the profile is the straight line \(\theta=\Delta(\tfrac12-s)\). The coefficient bends this line by an amount of order \(\varepsilon\Delta\), which changes \(\beta\theta\) only by order \(\varepsilon^2\). The straight line is therefore sufficient here:

\[
J_{\rm forward}\approx\frac{k_0\Delta}{L}(1+I),\qquad
I=\Delta\int_0^1\beta(s)\left(\tfrac12-s\right)ds .
\]

Exchanging the baths changes the sign of \(\theta\) but leaves \(\beta(s)\) in place, so \(|J_{\rm reverse}|\approx(k_0\Delta/L)(1-I)\). Since \((1+I)/(1-I)=1+2I+O(I^2)\),

\[
R-1=2\Delta\int_0^1\beta(s)\left(\tfrac12-s\right)ds+O(\varepsilon^2). \tag{2}
\]

The coefficient is weighted by the local departure from \(T_0\). A uniform \(\beta\) gives zero, because the gain in the hot half cancels the loss in the cold half. In both bars considered here, \(\beta\) changes sign where \(\theta\) does. Forward bias then raises the conductivity in both halves, and reverse bias lowers it in both.

### 2. The two profiles

Let \(u=\tfrac12-s\), which runs from \(+\tfrac12\) at the left end to \(-\tfrac12\) at the right end. The graded coefficient is \(\beta=b(1-2s)=2bu\), and

\[
\int_0^1\beta\left(\tfrac12-s\right)ds
=2b\int_{-1/2}^{1/2}u^2\,du
=2b\cdot\frac1{12}=\frac b6 .
\]

For the abrupt bar \(\beta u=b|u|\), and

\[
\int_0^1\beta\left(\tfrac12-s\right)ds
=2b\int_0^{1/2}u\,du
=2b\cdot\frac18=\frac b4 .
\]

Equation (2) now gives

\[
(R-1)_{\rm graded}\approx\frac{\varepsilon}{3},\qquad
(R-1)_{\rm abrupt}\approx\frac{\varepsilon}{2},\qquad
\lim_{\Delta\to0}\frac{(R-1)_{\rm graded}}{(R-1)_{\rm abrupt}}=\frac23 .
\]

The mean magnitude of the graded coefficient is \(b/2\), half that of the abrupt bar, yet the excess falls only to two thirds. Grading removes most of the coefficient near the centre, where the temperature is close to \(T_0\) and the coefficient has little effect. It keeps the full value at the ends, where the weight \(|u|\) is largest.

The same weight shows that, at this order and for \(|\beta|\le b\), no profile exceeds the abrupt one: \(\int\beta u\,du\le b\int|u|\,du=b/4\).

### 3. Finite bias

**Abrupt bar.** Let \(\theta_i\) be the temperature of the junction relative to \(T_0\). Integrating Fourier's law over the left half gives

\[
\frac{JL}{2}=k_0\int_{\theta_i}^{\Delta/2}(1+b\theta)\,d\theta
=k_0\left[\frac\Delta2-\theta_i+\frac b2\left(\frac{\Delta^2}{4}-\theta_i^2\right)\right],
\]

and over the right half

\[
\frac{JL}{2}=k_0\int_{-\Delta/2}^{\theta_i}(1-b\theta)\,d\theta
=k_0\left[\frac\Delta2+\theta_i+\frac b2\left(\frac{\Delta^2}{4}-\theta_i^2\right)\right].
\]

The two are equal only if \(\theta_i=0\): the junction sits at \(T_0\). Therefore

\[
J=\frac{2k_0}{L}\left(\frac\Delta2+\frac{b\Delta^2}{8}\right)
=\frac{k_0\Delta}{L}\left(1+\frac\varepsilon4\right),\qquad
R_{\rm abrupt}=\frac{1+\varepsilon/4}{1-\varepsilon/4}. \tag{3}
\]

The reverse flux followed from \(\Delta\to-\Delta\), which turns \(\varepsilon\) into \(-\varepsilon\). The conductivity is smallest in reverse bias, at the bar ends, where it is \(k_0(1-\varepsilon/2)\). The model therefore requires \(\varepsilon<2\). The same limit holds for the graded bar, whose end coefficients are also \(\pm b\).

**Graded bar.** Let \(\varphi=\theta/\Delta\) and \(j=JL/(k_0\Delta)\). Then \(\beta\theta=2bu\,\Delta\varphi=2\varepsilon u\varphi\). Because \(du=-ds\), Fourier's law reads \(d\varphi/du=j/(1+2\varepsilon u\varphi)\). Inverting it gives a linear equation for \(u(\varphi)\):

\[
\frac{du}{d\varphi}-\frac{2\varepsilon\varphi}{j}\,u=\frac1j .
\]

If \(u(\varphi)\) is a solution, so is \(-u(-\varphi)\), and the end conditions \(u(\pm\tfrac12)=\pm\tfrac12\) are unchanged by this replacement. The solution is therefore odd, and \(u(0)=0\). Multiplying by \(e^{-\varepsilon\varphi^2/j}\) makes the left side a total derivative:

\[
\frac{d}{d\varphi}\left(u\,e^{-\varepsilon\varphi^2/j}\right)=\frac1j\,e^{-\varepsilon\varphi^2/j}.
\]

Integrating from \(0\) to \(\tfrac12\) and using \(u(\tfrac12)=\tfrac12\) gives an implicit equation for the flux:

\[
j=2\,e^{\varepsilon/4j}\int_0^{1/2}e^{-\varepsilon t^2/j}\,dt . \tag{4}
\]

To expand it, let \(a=\varepsilon/j\). The two factors are

\[
e^{a/4}=1+\frac a4+\frac{a^2}{32}+\dots,\qquad
2\int_0^{1/2}e^{-at^2}dt=1-\frac a{12}+\frac{a^2}{160}+\dots
\]

In their product the coefficient of \(a\) is \(\tfrac14-\tfrac1{12}=\tfrac16\), and that of \(a^2\) is \(\tfrac1{32}-\tfrac1{48}+\tfrac1{160}=\tfrac1{60}\). Since \(a=\varepsilon/j=\varepsilon-\varepsilon^2/6+\dots\),

\[
j=1+\frac16\left(\varepsilon-\frac{\varepsilon^2}{6}\right)+\frac{\varepsilon^2}{60}+\dots
=1+\frac\varepsilon6-\frac{\varepsilon^2}{90}+O(\varepsilon^3). \tag{5}
\]

**Correction to the quotient.** For either bar \(R(\varepsilon)=j(\varepsilon)/j(-\varepsilon)\), so \(R(-\varepsilon)=1/R(\varepsilon)\) and \(\ln R\) is odd in \(\varepsilon\). It has no quadratic term:

\[
\ln R_{\rm graded}=\frac\varepsilon3+O(\varepsilon^3),\qquad
\ln R_{\rm abrupt}=\frac\varepsilon2+O(\varepsilon^3).
\]

Exponentiating gives the excesses to second order, \(\varepsilon/3+\varepsilon^2/18\) and \(\varepsilon/2+\varepsilon^2/8\). Their quotient is

\[
\frac{(R-1)_{\rm graded}}{(R-1)_{\rm abrupt}}
=\frac23\,\frac{1+\varepsilon/6}{1+\varepsilon/4}+O(\varepsilon^2)
=\frac23\left(1-\frac{\varepsilon}{12}\right)+O(\varepsilon^2). \tag{6}
\]

Two thirds is thus a small-bias limit. The linear correction comes from using \(R-1\) as the measure; the quotient of the logarithms departs from \(2/3\) only at order \(\varepsilon^2\).

A finite-volume solution of the heat equation, evaluated at \(\varepsilon=\pm0.01\), supports this. The mean of the two quotients is 0.666667, and their relative slope in \(\varepsilon\) is \(-0.08333\), which agrees with \(-1/12\). At larger bias the computed quotient falls to 0.641 at \(\varepsilon=0.5\) and to 0.619 at \(\varepsilon=1\). Equation (6) gives 0.611 at \(\varepsilon=1\), so it is still within about 1% of the computed value there.

### 4. Numbers and neglected effects

The small parameter is \(\varepsilon=0.01\times20=0.2\). The reference flux is

\[
\frac{k_0\Delta}{L}=\frac{2\times20}{0.006}=6667\ \text{W/m}^2 .
\]

For the abrupt bar, equation (3) gives \(6667\times1.05=7000\) W/m\(^2\) forward and \(6667\times0.95=6333\) W/m\(^2\) in reverse. Thus \(R=1.105\).

For the graded bar, equation (5) gives \(j=1\pm0.03333-0.00044\), hence 6886 W/m\(^2\) forward and 6441 W/m\(^2\) in reverse. Thus \(R=1.069\).

The excesses are 0.0690 and 0.1053, against leading-order values of 0.0667 and 0.1000. Their quotient is 0.656, and equation (6) gives the same to three digits.

**Comparison with real bars.** The parameters are round illustrative numbers, not those of a particular material. The equal and opposite coefficients, the common \(k_0\) and the smooth grading are idealisations. In a real graded bar, a change of composition would be expected to change \(k_0\) as well as \(\beta\). Variation B shows that a 10% mismatch of \(k_0\) at each end, varying along the bar in proportion to \(\beta\), moves the quotient from 0.656 to 0.662. Larger or differently shaped mismatches need their own calculation. For the rough value used in Variation A, contact resistance at the two ends lowers both excesses by about one eighth, while the same resistance at the abrupt junction has almost no effect.

**Curvature of \(k(T)\).** Adding a term \(c\,\theta^2\) to the bracket in \(k\), with \(c=b/T_0=1.43\times10^{-4}\) K\(^{-2}\) throughout both bars, changes the excesses to 0.0686 and 0.1047. The quotient becomes 0.655.

**Radiation.** The bar conducts about 26.7 mW. If its sides are black and face a shield at \(T_0\), the hot half loses about 0.011 mW for a linear temperature profile. This is 0.04% of the conducted power and about 0.6% of the forward–reverse difference of the graded bar, which is \((6886-6441)\times4\times10^{-6}\) W, or 1.8 mW. Black sides facing an enclosure at 300 K would instead absorb about 22 mW, comparable with the conducted power. The assumption of insulated sides then fails, so the example presupposes a cold shield.

**Fourier's law.** With a rough heat capacity \(C=10^6\) J/(m\(^3\) K) and sound speed \(v=4000\) m/s, the kinetic estimate \(k=Cv\ell/3\) gives a phonon mean free path \(\ell\) of about 1.5 nm. This is far below 6 mm, so local conduction is a reasonable description. The value is an average, however: low-frequency phonons can travel much farther and carry a noticeable share of the heat. Local conduction can therefore fail in bars much longer than 1.5 nm, and this estimate does not set the length at which it does.

## Variation A: contact resistance

*Each end now has a contact resistance \(r\). How does the quotient change? What if the resistance is at the abrupt junction instead?*

**End contacts.** Let \(\sigma=2r/(L/k_0)\) be the total contact resistance relative to that of the bar. At zeroth order the bar carries the temperature difference \(\Delta/(1+\sigma)\). Write \(w=\tfrac16\) for the graded bar and \(w=\tfrac14\) for the abrupt one. Forward bias lowers the bar resistance by the fraction \(wb\Delta/(1+\sigma)\), so

\[
J=\frac{k_0\Delta}{L}\,\frac{1}{1+\sigma-w\varepsilon/(1+\sigma)}
\approx\frac{k_0\Delta}{L(1+\sigma)}\left[1+\frac{w\varepsilon}{(1+\sigma)^2}\right].
\]

Reversal changes the sign of the last term, and the excess is \(2w\varepsilon/(1+\sigma)^2\). One factor \(1/(1+\sigma)\) comes from the smaller temperature difference across the bar. The other comes from the smaller share of the bar in the total resistance. Both profiles are reduced equally, so the limit \(2/3\) survives.

For a rough \(r=10^{-4}\) m\(^2\) K/W and \(L/k_0=3\times10^{-3}\) m\(^2\) K/W, \(\sigma=0.067\) and the factor is 0.88. The computed excesses fall to 0.0604 and 0.0920, about one eighth below their values with perfect contacts.

**Junction resistance.** Now let the ends be perfect and put a resistance \(\rho L/k_0\) at the centre of the abrupt bar. The temperature drop across it is \(\Delta\rho/(1+\rho)\), so \(|\theta|\) runs from \(\Delta/2\) at each end to \(\Delta\rho/[2(1+\rho)]\) beside the junction. Its mean over the bar is

\[
\overline{|\theta|}=\frac\Delta4\left(1+\frac{\rho}{1+\rho}\right)
=\frac\Delta4\,\frac{1+2\rho}{1+\rho}.
\]

The total resistance is \((L/k_0)(1+\rho-b\overline{|\theta|})\) in forward bias, and reversal changes the sign of the last term. The leading excess is therefore

\[
R-1=\frac{2b\overline{|\theta|}}{1+\rho}
=\frac\varepsilon2\,\frac{1+2\rho}{(1+\rho)^2}
=\frac\varepsilon2\left[1-\frac{\rho^2}{(1+\rho)^2}\right].
\]

The loss is of second order in \(\rho\). The bar has a smaller share of the resistance, but each half stays further from \(T_0\), and the two effects cancel at first order. With the same \(10^{-4}\) m\(^2\) K/W, \(\rho=0.033\), and the computed excess changes only from 0.10526 to 0.10515. Relative to a graded bar with perfect contacts, the quotient at the example's bias rises from 0.656 to 0.657.

## Variation B: mean temperature away from \(T_0\)

*The mean bath temperature is \(T_0+\delta\). Find the small-bias quotient to second order in \(\eta=b\delta\).*

Write \(T=T_0+\delta+\tau\). The conductivity becomes \(k=k_0(\kappa+\beta\tau)\) with \(\kappa=1+\beta\delta\). Expanding the integral of \(1/(\kappa+\beta\tau)\) to first order in \(\tau\), as in part 1, gives

\[
R-1\approx\frac{2}{M}\int_0^1\frac{\beta\tau}{\kappa^2}\,ds,\qquad M=\int_0^1\frac{ds}{\kappa}, \tag{7}
\]

where \(\tau\) is the forward profile for the conductivity \(k_0\kappa\).

**Abrupt bar.** Here \(\kappa=1\pm\eta\) in the two halves and \(M=1/(1-\eta^2)\). The temperature drop in the left half is \(\Delta/[2M(1+\eta)]=\Delta(1-\eta)/2\), so the junction is at \(\tau=\eta\Delta/2\). The mean of \(\tau\) is \(\Delta(1+\eta)/4\) on the left and \(-\Delta(1-\eta)/4\) on the right. Hence

\[
\int_0^1\frac{\beta\tau}{\kappa^2}ds
=\frac{b\Delta}{8}\left[\frac1{1+\eta}+\frac1{1-\eta}\right]
=\frac{\varepsilon}{4}\,\frac{1}{1-\eta^2}=\frac{\varepsilon M}{4}.
\]

The excess remains \(\varepsilon/2\) at leading order in the bias.

**Graded bar.** Let \(v=1-2s\), so that \(\beta=bv\) and \(\kappa=1+\eta v\). Denote the average over \(-1<v<1\) by angle brackets; then \(\langle v^2\rangle=\tfrac13\) and \(\langle v^4\rangle=\tfrac15\). To second order \(M=1+\eta^2/3\). Integrating \(1/\kappa\) from the hot end gives

\[
\frac\tau\Delta=\frac12-\frac1{2M}\int_v^1\frac{dv'}{1+\eta v'}
=\frac v2+\frac\eta4(1-v^2)-\frac{\eta^2}{6}(v-v^3)+\dots
\]

Multiply by \(v/\kappa^2=v(1-2\eta v+3\eta^2v^2+\dots)\) and average. The terms linear in \(\eta\) are odd in \(v\) and vanish. The rest is

\[
\frac16+\eta^2\left[\frac3{10}-\frac1{15}-\frac1{45}\right]
=\frac16\left(1+\frac{19}{15}\eta^2\right).
\]

Dividing by \(M\) changes \(\tfrac{19}{15}\) to \(\tfrac{19}{15}-\tfrac13=\tfrac{14}{15}\). The small-bias quotient is therefore

\[
\frac{(R-1)_{\rm graded}}{(R-1)_{\rm abrupt}}\to\frac23\left(1+\frac{14}{15}\eta^2+\dots\right).
\]

For \(\delta=10\) K, \(\eta=0.1\) and the predicted increase is 0.9%. At the example's bias of 20 K the computed quotient rises from 0.656 to 0.662, or 1.0%.

The same formula describes baths centred on \(T_0\) when \(k_0\) itself is replaced by \(k_0(1+\eta\beta/b)\) with the slope \(k_0\beta\) unchanged, because the conductivity is then the same function of \(x\) and \(\tau\). This is the mismatch used in part 4. The remaining computed values are listed in the numerical output.

## Calculated quantities

```
k0 = 2.0 W/(m K), b = 0.010 1/K, T0 = 70 K
bias = 20 K, L = 6.0 mm, width = 2.0 mm
eps = b*bias = 0.200
reference flux k0*bias/L = 6666.7 W/m^2
weight integral / b: graded 0.166667, abrupt 0.250000
graded: forward 6886.0 W/m^2, reverse 6441.4 W/m^2
graded: R = 1.06903, excess = 0.06903, first-order excess = 0.06667
abrupt: forward 7000.0 W/m^2, reverse 6333.3 W/m^2
abrupt: R = 1.10526, excess = 0.10526, first-order excess = 0.10000
excess ratio graded/abrupt = 0.65582
(2/3)(1 - eps/12) = 0.65556
small-bias limit from solver = 0.666667
relative slope in eps from solver = -0.08333
eps^2 coefficient of graded flux = -0.011111
eps = 0.02: excess ratio = 0.66556
eps = 0.10: excess ratio = 0.66118
eps = 0.20: excess ratio = 0.65582
eps = 0.50: excess ratio = 0.64057
eps = 1.00: excess ratio = 0.61851
bar resistance L/k0 = 3.00e-03 m^2 K/W
rough contact resistance = 1.0e-04 m^2 K/W
curvature coefficient b/T0 = 1.43e-04 1/K^2
mean-temperature offset = 10 K
contact at each end: excess graded 0.06043, abrupt 0.09196, ratio 0.65712
junction resistance: excess graded 0.06903, abrupt 0.10515, ratio 0.65654
curvature of k(T): excess graded 0.06856, abrupt 0.10474, ratio 0.65458
offset mean temperature: excess graded 0.06971, abrupt 0.10526, ratio 0.66224
conducted power = 26.67 mW
hot-half loss to shield at T0 = 0.0108 mW
side gain from 300 K enclosure = 21.98 mW
rough heat capacity = 1.0e+06 J/(m^3 K), sound speed = 4000 m/s
rough phonon mean free path = 1.5 nm, path/L = 2.5e-07
```
